First-order splitting of the eight (111) waves at Γ in fcc

**Problem**

A crystal has the fcc lattice with cubic lattice constant a and one atom per primitive cell. An electron in it feels a real, local potential V(r) with the full cubic symmetry O_h about each atom. Spin is neglected. The potential is written as

V(r) = Σ_G V_G exp(iG·r),  G = (2π/a)(h,k,l),

where h, k, l are all odd or all even. The coefficients V_G are the form factors, normalized to the primitive cell. Cubic symmetry gives all members of a star, such as the six vectors of type (200), the same V_G. Inversion symmetry makes V_G real.

If the potential is switched off but the lattice is kept in mind (the empty lattice), the states at Γ are plane waves exp(iG·r) with energies

E_G = u(h² + k² + l²),  u = ħ²(2π/a)²/(2m).

The eight waves with h, k, l = ±1 are degenerate at E0 = 3u.

(a) Which irreducible representations of O_h do these eight waves contain?

(b) How does a weak potential split them at first order, in terms of form factors?

(c) Evaluate the result for a model crystal with a = 4 Å, V111 = 0.30 eV, V200 = 0.50 eV, V220 = 0.20 eV, V222 = 0.10 eV and all other coefficients zero. How far can first order be trusted here?

(d) What changes in the diamond structure?

The representations needed are named by functions that transform according to them: Γ1 (the constant), Γ15 (x, y, z), Γ25' (yz, zx, xy) and Γ2' (xyz). In the other common notation they are A1g, T1u, T2g and A2u.

**First estimate by scaling**

The kinetic scale for a = 4 Å is u = 9.40 eV, so the eight waves lie at E0 = 28.20 eV. The neighbouring shells are (000) at 0, (200) at 4u and (220) at 8u. The nearest one is a distance u away. The form factors are a few tenths of an eV, so the potential is weak on this scale.

At first order only the couplings among the eight waves count. The matrix element between normalized plane waves is

⟨G|V|G'⟩ = V_{G−G'}.

Two of the eight index triples differ by a vector of type (200), (220) or (222) when one, two or three signs differ. Each wave therefore has three partners coupled by V200, three by V220 and one by V222. The diagonal element V000 moves all levels together and is left out from here on.

This count already gives the size of the splitting. Let W be the 8×8 matrix of couplings. Its eigenvalues are the shifts. Their sum is Tr W = 0, and the sum of their squares is Tr W², the sum of all squared matrix elements. Averaged over the eight states,

mean square shift = 3V200² + 3V220² + V222²
= 0.75 + 0.12 + 0.01 = 0.88 eV².

The typical shift is the root of this, 0.94 eV. There is also a ceiling. In an eigenvector of W, take the component c of largest modulus. Its row of the eigenvalue equation gives

|shift|·|c| ≤ (3|V200| + 3|V220| + |V222|)·|c|,

so no first-order shift can exceed 1.50 + 0.60 + 0.10 = 2.20 eV in modulus.

The neglected second-order terms have the size coupling²/distance. Of the vectors in each star, those that lead from a (111) wave out of the shell number 8 for V111, 6 − 3 = 3 for V200, 12 − 3 = 9 for V220 and 8 − 1 = 7 for V222. The squared couplings per wave add up to

8(0.09) + 3(0.25) + 9(0.04) + 7(0.01) = 1.90 eV².

All distances are at least u, so the second-order shifts have an average modulus of at most 1.90/9.40 = 0.20 eV. The estimate gives the scale of the splitting and of its error, but not the pattern, the degeneracies or the order of the levels.

**Exact solution of the first-order problem**

*Decomposition.* Label each wave by its signs s = (s_x, s_y, s_z). These are the corners of a cube. An operation R of O_h turns the wave s into the wave Rs, so it permutes the eight waves. The character χ(R), the trace of the permutation matrix, is the number of waves that stay in place.

Every R permutes the three coordinates and possibly changes signs. Those that leave the corner (1,1,1) in place are the six pure permutations: the identity, two threefold rotations about [111] and three mirrors that exchange two coordinates. The other corners are equivalent to this one. Counting pairs of an operation and a corner fixed by it gives 8 pairs for the identity, 8·2 = 16 for threefold rotations and 8·3 = 24 for diagonal mirrors. There are eight threefold rotations and six diagonal mirrors, so

χ(identity) = 8,
χ(threefold rotation) = 16/8 = 2,
χ(diagonal mirror) = 24/6 = 4,

and χ = 0 for the remaining 48 − 1 − 8 − 6 = 33 operations.

An irreducible representation j with real characters χ_j occurs

n_j = (1/48) Σ_R χ_j(R) χ(R)

times. Only the three classes above contribute. On them the characters of the named functions are as follows.

- Γ1: 1, 1, 1, because the constant does not change.
- Γ15: 3, 0, 1. A threefold rotation permutes x, y, z cyclically, which has trace zero. The exchange of x and y leaves only z in place.
- Γ25': 3, 0, 1. The products yz, zx, xy are also permuted cyclically by a rotation about [111], and the exchange of x and y leaves only xy in place.
- Γ2': 1, 1, 1, because xyz is unchanged by any permutation of coordinates.

Other members of a class have the same characters. For the two one-dimensional cases,

n = [1·8·1 + 8·2·1 + 6·4·1]/48 = (8 + 16 + 24)/48 = 1,

and for the two three-dimensional cases,

n = [1·8·3 + 8·2·0 + 6·4·1]/48 = (24 + 0 + 24)/48 = 1.

The dimensions 1 + 3 + 3 + 1 = 8 use up all the waves. The answer to (a) is

eight (111) waves = Γ1 + Γ15 + Γ25' + Γ2'.

Equal characters on these three classes do not make two representations the same. Γ1 and Γ25' are even under inversion, while Γ15 and Γ2' are odd.

*Symmetrized waves.* A combination Σ_s c(s)|s⟩ is described by a function c on the corners of the cube. Under R this function changes as any function of position does, c(s) → c(R⁻¹s). The choice c = s_x therefore transforms like x, the choice s_y s_z like yz, and so on. The normalized coefficients are

Γ1: 1/√8
Γ15: s_x/√8, s_y/√8, s_z/√8
Γ25': s_y s_z/√8, s_z s_x/√8, s_x s_y/√8
Γ2': s_x s_y s_z/√8

They are mutually orthogonal, because the product of two different ones still contains at least one sign to the first power, and the sum over that sign vanishes.

In real space, put X = 2πx/a, Y = 2πy/a and Z = 2πz/a. The sum over each sign can be done separately, with

Σ_{s=±1} exp(isX) = 2 cos X,
Σ_{s=±1} s exp(isX) = 2i sin X.

Up to constant factors, the functions are

Γ1: cos X cos Y cos Z
Γ15: sin X cos Y cos Z and partners
Γ25': cos X sin Y sin Z and partners
Γ2': sin X sin Y sin Z

Each sign in the coefficient replaces one cosine by a sine. Only Γ1 has density at the atom, which sits at the origin.

*Shifts.* Because each representation occurs once and W commutes with all operations of O_h, W cannot mix these combinations. Each of them is an eigenvector. To find the eigenvalue, let W act on a coefficient function c(s) that is a product of p of the three signs:

(Wc)(s) = Σ_F V_F c(s with the signs in F reversed).

Here F runs over the seven nonempty sets of coordinates, and V_F is V200, V220 or V222 for sets of one, two or three members. Reversing a sign contained in c gives a factor −1, and reversing one not contained in it gives +1. Call these factors e_x, e_y, e_z. Of them p equal −1 and 3 − p equal +1, so

e_x + e_y + e_z = 3 − 2p.

The sum for double reversals follows from squaring this, since each e² = 1:

e_x e_y + e_y e_z + e_z e_x = [(3 − 2p)² − 3]/2.

The triple reversal gives e_x e_y e_z = (−1)^p. The first-order shift is therefore

Δ_p = (3 − 2p)V200 + {[(3 − 2p)² − 3]/2}V220 + (−1)^p V222.

With p = 0, 1, 2, 3 for Γ1, Γ15, Γ25', Γ2', the factor 3 − 2p is 3, 1, −1, −3 and the factor of V220 is 3, −1, −1, 3. The answer to (b) is

Δ(Γ1) = 3V200 + 3V220 + V222
Δ(Γ15) = V200 − V220 − V222
Δ(Γ25') = −V200 − V220 + V222
Δ(Γ2') = −3V200 + 3V220 − V222

all measured from E0 + V000. V111 is absent: it changes every index by an odd number and so leads out of the shell.

The real-space functions show what the coefficients mean. The (200) part of the potential is 2V200(cos 2X + cos 2Y + cos 2Z). The average of cos 2X is +1/2 in the density cos²X and −1/2 in sin²X. Every cosine factor thus contributes +V200 and every sine factor −V200, which reproduces 3 − 2p. For V200 alone the levels form a ladder with equal steps 2V200. V222 alone separates even from odd states, because it couples each G to −G.

Another limit checks the sum of the three coefficients of each level. For a potential concentrated at the atoms, all V_G equal one value v, including V000. The formulas then give 7v for Γ1 and −v for the other three. Adding V000 = v gives 8v and 0. This is as it must be, because all functions except that of Γ1 vanish at the atom.

*Splittings.* Subtraction gives

Δ(Γ1) − Δ(Γ15) = 2V200 + 4V220 + 2V222
Δ(Γ15) − Δ(Γ25') = 2V200 − 2V222
Δ(Γ2') − Δ(Γ25') = −2V200 + 4V220 − 2V222

The order of the levels is thus not fixed by symmetry; it depends on the signs and sizes of the form factors.

Three independent splittings determine three form factors. Write E with a label for the level energies. In the combination E(Γ1) + E(Γ15) − E(Γ25') − E(Γ2'), the coefficient of V200 is 3 + 1 + 1 + 3 = 8, that of V220 is 3 − 1 + 1 − 3 = 0, and that of V222 is 1 − 1 − 1 + 1 = 0. The other two combinations are checked in the same way:

8V200 = E(Γ1) + E(Γ15) − E(Γ25') − E(Γ2')
8V220 = E(Γ1) − E(Γ15) − E(Γ25') + E(Γ2')
8V222 = E(Γ1) − 3E(Γ15) + 3E(Γ25') − E(Γ2')

The coefficients on each right-hand side add up to zero, so neither E0 nor V000 is needed. These relations hold at first order.

*Numbers.* For the model crystal,

Δ(Γ1) = 1.50 + 0.60 + 0.10 = 2.20 eV
Δ(Γ15) = 0.50 − 0.20 − 0.10 = 0.20 eV
Δ(Γ25') = −0.50 − 0.20 + 0.10 = −0.60 eV
Δ(Γ2') = −1.50 + 0.60 − 0.10 = −1.00 eV

**Comparison**

*With the estimate.* Weighted with the degeneracies 1, 3, 3, 1, the mean square of these shifts is

[2.20² + 3(0.20²) + 3(0.60²) + 1.00²]/8 = 7.04/8 = 0.88 eV²,

in agreement with the trace. The ceiling of 2.20 eV is reached by Γ1, because its coefficients all have the same sign and the three form factors are all positive. The individual levels differ widely from the typical 0.94 eV: for Γ15 the three contributions partly cancel, 0.50 − 0.20 − 0.10 = 0.20 eV.

*With the full model.* A diagonalization with 339 plane waves includes the coupling to the other shells. The shifts from E0, in eV, are:

- Γ1: first order 2.20, full 2.04
- Γ15: first order 0.20, full 0.14
- Γ25': first order −0.60, full −0.61
- Γ2': first order −1.00, full −1.00

The order of the levels is unchanged. The splitting Γ1 − Γ15 falls from 2.00 to 1.90 eV, Γ15 − Γ25' falls from 0.80 to 0.75 eV, and Γ2' − Γ25' goes from −0.40 to −0.39 eV. For Γ15 the error of 0.06 eV is small beside the splittings, but it is about a third of the first-order shift itself.

The differences follow from second order. The second-order coupling through the other shells also commutes with O_h. Since each representation occurs once in the shell, it cannot mix the symmetrized waves ψ, even if two first-order levels happen to coincide. The correction is therefore

Δ₂ = Σ_{G outside} |⟨G|V|ψ⟩|²/(E0 − E_G).

Take the nearest shell, (200), and Γ15 with coefficients s_x/√8. The wave (200) is coupled by V111 to the four waves with s_x = +1, with total amplitude 4V111/√8 = √2 V111. The wave (−200) has the opposite amplitude. For (0±20) and (00±2) the sum over s_x gives zero. With E0 − E_G = −u, the contribution is

−2(2V111²)/u = −4(0.09)/9.40 = −0.038 eV,

more than half of the total Δ₂ = −0.066 eV. For Γ1 all six waves of the shell contribute, each with 2V111², which gives −12(0.09)/9.40 = −0.115 eV. The wave (000) lies below and pushes Γ1 up by 8V111²/E0 = 0.72/28.20 = 0.026 eV. Higher shells supply the rest of the total, −0.144 eV.

Γ25' and Γ2' do not couple to either of these shells. The matrix element between (200) and the wave s has the index difference (2 − s_x, −s_y, −s_z). By cubic symmetry its value does not depend on s_y or s_z. The coefficient of any Γ25' or Γ2' state contains at least one of these two signs, and the sum over it vanishes. The other waves of the shell follow by exchanging axes, and for (000) the element does not depend on any sign. The first shell that Γ25' can meet is (220), at a distance 5u. Γ2' does not meet that one either, since the element between (220) and s is independent of s_z. It has to wait for (311) at 11u, a distance 8u away. The larger distances are only part of the reason for the small values. The wave (311) is coupled to the four waves with s_x = +1 by V200, V220, V220 and V222. For Γ1 these add to (V200 + 2V220 + V222)/√8 = 1.0 eV/√8, and the 24 waves of the shell give −24(1.0²/8)/(8u) = −0.040 eV. For Γ2' the signs give (V200 − 2V220 + V222)/√8 = 0.2 eV/√8, and the shell gives only −24(0.2²/8)/(8u) = −0.0016 eV. The size of this cancellation depends on the chosen form factors. In total Δ₂ is −0.010 eV for Γ25' and −0.003 eV for Γ2'.

The average modulus of Δ₂ over the eight states is

[0.144 + 3(0.066) + 3(0.010) + 0.003]/8 = 0.05 eV,

a quarter of the estimated ceiling of 0.20 eV. The ceiling assigned the smallest distance u to every coupling. With Δ₂ included, the largest remaining difference from the full levels is 0.02 eV, for Γ1.

First order fails when the couplings out of the shell are no longer small compared with the distances to the other shells. The strongest case here is Γ1 with the (200) shell, where the combined coupling is √12 V111 = 1.04 eV against 9.40 eV. Small ratios of this kind are not enough by themselves: Δ₂ must also be small compared with the first-order shift or splitting of interest, and for Γ15 it is already about a third of the shift. A larger V111 would spoil the first-order result for Γ1 and Γ15 although V111 does not appear in it: with V111 = 1.0 eV their errors grow to −1.20 and −0.50 eV. Γ25' and Γ2', which do not couple to the (200) shell, are then off by only −0.06 and −0.01 eV.

*Diamond structure.* Place a second identical atom at d = a(1,1,1)/4, and assume that the potential is a sum of atomic contributions, each with the full cubic symmetry O_h (a spherical atom, for example). This is more than the structure requires, since the site symmetry in diamond is only tetrahedral. If v_G is the contribution of one atom, then

V_G = v_G[1 + exp(−iG·d)],  G·d = (π/2)(h + k + l).

For all vectors of type (200) and (222), h + k + l is ±2 or ±6. The exponential is −1 and V_G = 0. For type (220) the sum is 0 or ±4, the exponential is 1 and V220 = 2v220.

Operations that change the sign of xyz must now be combined with the translation d, which gives the waves extra phases. An operation that leaves a corner s in place also leaves the product s_x s_y s_z unchanged, so it cannot be one of these. The phases never reach the diagonal of the matrices, the characters stay the same, and so does the decomposition. The symmetrized waves do change. Inversion now acts through the bond centre, r → d − r, which sends X to π/2 − X and exchanges sines and cosines. Γ1 becomes cos X cos Y cos Z + sin X sin Y sin Z and Γ2' the difference of the two terms. The selection rules found for fcc do not carry over either: in diamond it is Γ25' and Γ2' that couple to the (200) shell, while Γ1 and Γ15 do not.

With V200 = V222 = 0, the matrix W has the eigenvalue 3V220 twice and −V220 six times. Each of these spaces must consist of whole representations, and the dimensions leave one possibility:

Δ(Γ1) = Δ(Γ2') = 3V220,
Δ(Γ15) = Δ(Γ25') = −V220.

This answers (d) for atomic contributions of full cubic symmetry. The two coincidences are not required by symmetry, because the levels carry different labels. Coupling to other shells separates them. So does a part of the potential with only tetrahedral symmetry about the atoms, such as one centred on the bonds: the diamond space group still forces V200 = 0 but allows V222 ≠ 0, and the first-order shifts then become 3V220 ± |V222| and −V220 ± |V222|.

Real diamond-structure semiconductors lie outside the weak-potential regime, so these coincidences do not describe them. With the Cohen–Bergstresser empirical form factors for silicon (a = 5.43 Å, u = 5.10 eV, |V111| ≈ 2.0 eV, V220 = 0.54 eV, V222 = 0), the full diagonalization puts Γ15 3.4 eV above Γ25' and the upper Γ1 3.7 eV above Γ2', where first order gives zero for both. These gaps exceed the whole first-order splitting 4V220 = 2.2 eV. The decomposition and the labels carry over to silicon; the first-order energies do not.

The numerical check tests the decomposition and the shifts for both structures, using a lattice of Gaussian wells integrated in real space.

Table of computed values

```
Operations with a given character on the eight waves:
  character 8: 1 operations
  character 4: 6 operations
  character 2: 8 operations
  character 0: 33 operations
Multiplicities (fcc, diamond):
  G1    1, 1
  G15   1, 1
  G25'  1, 1
  G2'   1, 1
Lattice constant a = 4.00 angstrom
V111 = 0.30 eV
V200 = 0.50 eV
V220 = 0.20 eV
V222 = 0.10 eV
Kinetic unit hbar^2(2pi/a)^2/2m = 9.4008 eV
Empty-lattice energy E0 = 28.2023 eV
Plane waves in full calculation = 339
Largest level change with larger basis = 2.6e-09 eV
Shifts from E0 in eV: first order, second-order term, sum, full
  G1      2.2000  -0.1436   2.0564   2.0390
  G15     0.2000  -0.0659   0.1341   0.1370
  G25'   -0.6000  -0.0105  -0.6105  -0.6101
  G2'    -1.0000  -0.0029  -1.0029  -1.0029
Full energies in eV:
  G1    30.2413
  G15   28.3393
  G25'  27.5921
  G2'   27.1994
Splittings in eV: first order, full
  G1 - G15: 2.0000, 1.9020
  G15 - G25': 0.8000, 0.7471
  G2' - G25': -0.4000, -0.3927
Diamond, Gaussian wells: first-order shift / V220 (no unit)
  G1    3.0000
  G15   -1.0000
  G25'  -1.0000
  G2'   3.0000
```
